# Does the band-to-band luminescence peak give the band gap?

**Question**

Suppose the luminescence of a direct-gap nitride layer, of the kind used in radio-frequency power transistors, peaks at 363.3 nm at room temperature. Converting the wavelength gives 3.413 eV. May I call that the band gap? My reasoning is that the states at the band edges have the highest occupation, so most photons should come from there. A colleague objects that electrons and holes both carry thermal energy, so something should be subtracted, but we disagree on how much: the thermal energy of one carrier, of both, or nothing? And does the answer change when the device runs hot, say at 450 K?

**Answer**

Occupation is highest at the band edges, but the number of states there goes to zero. The peak is a compromise between the two, so it need not lie at the gap. How far above it lies can be worked out for free carriers. Attraction between electron and hole can then overturn the result, so I treat it separately.

**The free-pair model**

Let the gap be $E_g=E_c-E_v$, and measure the photon energy $E$ from it:

$$x=E-E_g .$$

I assume parabolic bands, electrons and holes at one temperature $T$, low occupation of both bands, a constant matrix element, and no Coulomb attraction. I also assume that the transition conserves $k$: the photon's momentum is neglected, so the electron drops into an empty state at the same $k$.

An electron at $k$ lies $\varepsilon_e=\hbar^2k^2/2m_e$ above its band edge. The hole at the same $k$ has energy $\varepsilon_h=\hbar^2k^2/2m_h$, counted downward from the valence-band edge. The photon receives the gap and both of these energies, so

$$x=\varepsilon_e+\varepsilon_h=\frac{\hbar^2k^2}{2m_r},\qquad \frac1{m_r}=\frac1{m_e}+\frac1{m_h}.$$

Dividing each carrier energy by $x$ gives its share: $\varepsilon_e=(m_r/m_e)x$ and $\varepsilon_h=(m_r/m_h)x$.

*Occupation.* Let $F_e$ and $F_h$ be the quasi-Fermi levels of electrons and holes. When both lie several $kT$ inside the gap, the Fermi functions reduce to exponentials:

$$f_e\simeq e^{-(E_c+\varepsilon_e-F_e)/kT},\qquad f_h\simeq e^{-(F_h-E_v+\varepsilon_h)/kT}.$$

Emission needs an electron and a hole, so the rate contains the product

$$f_ef_h\simeq e^{-(E_g-F_e+F_h)/kT}\,e^{-x/kT}.$$

The first factor sets the brightness and does not depend on $x$. The masses have dropped out of the second because the two carrier energies add up to $x$.

*Number of pairs.* A shell in $k$-space contains a number of states proportional to $k^2\,dk$. From $k=\sqrt{2m_rx}/\hbar$ we get $dk=\sqrt{2m_r}\,dx/(2\hbar\sqrt x)$, and therefore

$$k^2dk=\frac{2m_rx}{\hbar^2}\,\frac{\sqrt{2m_r}}{2\hbar\sqrt x}\,dx=\frac12\left(\frac{2m_r}{\hbar^2}\right)^{3/2}\sqrt x\,dx .$$

If the masses differ along the three axes, $x$ is still a sum of squares of the components of $k$. Rescaling each axis turns the ellipsoid into a sphere, which changes the prefactor but not $\sqrt x$.

*Spectrum.* Holding the slowly varying photon factor constant for now, the emission per unit photon energy is

$$S(x)\propto\sqrt x\,e^{-x/kT}\quad(x>0),\qquad S=0\quad(x<0).$$

The maximum of $S$ is also the maximum of $\ln S=\tfrac12\ln x-x/kT+\text{const}$:

$$\frac1{2x}-\frac1{kT}=0\quad\Rightarrow\quad \boxed{E_{\rm peak}=E_g+\tfrac12kT}.$$

The second derivative, $-1/(2x^2)$, is negative, so this is a maximum. In this model the gap marks the onset of the emission, where the intensity is zero.

The spectral law can be tested by summing directly over $k$ with full Fermi functions. I took electron masses 0.2, 0.3, 0.5 and hole masses 1.0, 0.6, 2.0 (in units of the free-electron mass) along the three axes, with each quasi-Fermi level $10kT$ inside the gap. A fit to the resulting histogram gave the power 0.501 for $x$ and a peak at $0.501\,kT$.

**Why not the thermal energy of both carriers?**

The electrons alone are distributed in energy as $\sqrt{\varepsilon_e}\,e^{-\varepsilon_e/kT}$, which peaks at $kT/2$. The same holds for the holes. Adding the two peaks suggests $kT$, but it would treat the two energies as independent. In a vertical transition one value of $k$ fixes both, and together they make up $x$.

Suppose instead that any electron could recombine with any hole with equal probability, as if disorder had removed $k$ conservation. All ways of dividing $x$ would then count:

$$S_{\rm any}(x)\propto e^{-x/kT}\int_0^x\sqrt{y}\,\sqrt{x-y}\,dy .$$

Substituting $y=xs$ takes a factor $x^2$ out of the integral and leaves a pure number, so $S_{\rm any}\propto x^2e^{-x/kT}$. Now $2/x=1/kT$, and the peak is at $2kT$. The position of the peak therefore depends on the selection rule as well as on temperature.

Dimension matters too. In $d$ dimensions the shell contains $k^{d-1}dk\propto x^{d/2-1}dx$. For $d=2$, a single subband of an ideal quantum well, the number of pairs per unit energy is constant above the edge. The exponential then puts the maximum at the edge itself, so the $kT/2$ shift belongs to bulk layers.

The mean photon energy is a different quantity from the peak. With $u=x/kT$,

$$\frac{\langle x\rangle}{kT}=\frac{\int_0^\infty u^{3/2}e^{-u}du}{\int_0^\infty u^{1/2}e^{-u}du}=\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac32 .$$

The mean lies above the peak because the spectrum has a long high-energy tail.

For the width, set $S$ to half its peak value: $\sqrt u\,e^{-u}=\tfrac12\sqrt{1/2}\,e^{-1/2}$. Squaring gives $u e^{-2u}=e^{-1}/8$, and multiplying by $-2$ gives

$$(-2u)e^{-2u}=-\frac1{4e}.$$

This has the form $we^w=\text{const}$, which the Lambert function solves. Its two real branches give the two half-height points, and their separation is $1.795\,kT$.

**Numbers for a nitride layer**

I use rough, round parameters: $E_g=3.400$ eV at 300 K, $m_e=0.20$ and $m_h=1.00$ free-electron masses. Then $m_r=0.2\times1.0/1.2=0.167$. At 300 K, $kT=25.85$ meV, so

$$E_{\rm peak}=3.4000+\tfrac12(0.02585)=3.4129\ \text{eV}.$$

With $\lambda=hc/E$ the gap corresponds to 364.66 nm and the peak to 363.28 nm. These are vacuum wavelengths; if yours was read in air, the same conversion gives an energy about 1 meV too high. Your wavelength thus fits a free-pair layer whose gap is about 13 meV below the peak energy. Of that shift, the electron carries $0.833\times12.93=10.77$ meV and the heavier hole 2.15 meV. The mean lies 38.8 meV above the gap, and the full width at half height is 46.4 meV.

At 450 K the shift grows to 19.39 meV, but the gap has moved as well. With an assumed average slope of $-0.50$ meV/K it falls by $0.50\times150=75$ meV, to 3.3250 eV. The peak is then at 3.3444 eV, or 370.72 nm. The peak moves to lower energy on heating even though its distance from the gap increases. If the carriers are hotter than the lattice, the carrier temperature sets the shift and the lattice temperature enters through $E_g$.

**How slow factors move the peak**

Many corrections multiply $S$ by a smooth factor, which I write as $e^{h(x)}$. The condition for the maximum becomes

$$\frac1{2x}-\frac1{kT}+h'(x)=0 .$$

Put $x=x_0+\delta$ with $x_0=kT/2$. To first order $1/(2x)\simeq1/(2x_0)-\delta/(2x_0^2)$, and the terms without $\delta$ cancel against $1/kT$. This leaves

$$\delta\simeq2x_0^2\,h'(x_0)=\tfrac12(kT)^2h'(x_0).$$

*Photon factor.* The squared vector potential per photon goes as $1/E$, and the density of photon modes as $E^2$ if the refractive index is constant. With a constant momentum matrix element, the photon rate per unit energy therefore has an extra factor $E$. In general, for a factor $E^p$, the peak condition is

$$\frac1{2x}+\frac p{E_g+x}=\frac1{kT}.$$

Multiplying by $2x\,kT(E_g+x)$ and collecting powers of $x$,

$$2x^2+[2E_g-(1+2p)kT]x-kT\,E_g=0,$$

whose positive root is the peak. To leading order, $h'=p/E_g$ gives $\delta=p(kT)^2/2E_g$. For $p=1$ at 300 K this is $25.85^2/(2\times3400)=0.10$ meV.

A spectrum plotted per nanometre is multiplied by $|dE/d\lambda|=hc/\lambda^2=E^2/hc$, so $p$ rises from 1 to 3 and the correction to 0.30 meV. Both are small because $kT\ll E_g$.

*Degeneracy.* Take $10^{17}$ cm$^{-3}$ of each carrier. The electron density is then $z=0.045$ of the effective density of states $N_c$. The full Fermi function differs from the exponential by the factor $1/(1+e^{(F_e-E_c)/kT}e^{-\varepsilon_e/kT})$. At low filling the density is close to $N_ce^{(F_e-E_c)/kT}$, so $e^{(F_e-E_c)/kT}\simeq z$ and $h\simeq-ze^{-\varepsilon_e/kT}$. Since $\varepsilon_e=(m_r/m_e)x$,

$$\delta\simeq\frac{kT}2\,z\,\frac{m_r}{m_e}\,e^{-m_r/2m_e}=12.93\times0.045\times0.833\times0.659=0.32\ \text{meV}.$$

The full calculation, including the holes, gives 0.33 meV. The sign is positive because filling limits the occupation most strongly at the band edge.

*Reabsorption.* Let the light travel 100 nm through material that absorbs as $\sqrt x$, reaching $10^5$ cm$^{-1}$ at $x=100$ meV. The optical depth is $\sqrt{x/100\ \text{meV}}$, so $h=-0.1\sqrt x$ with $x$ in meV. Then $h'=-0.05/\sqrt{12.93}=-0.0139$ per meV, and the estimate is $\delta=-4.6$ meV. The full maximum moves by $-3.89$ meV; the first-order formula is less accurate for a change this large.

**Broadening and a second valence band**

Broadening mixes neighbouring energies, so it is not a factor $e^h$. For a narrow Gaussian of standard deviation $\sigma$, smoothing replaces $S$ by $S+\tfrac12\sigma^2S''$. Setting the derivative to zero near $x_0$ gives $S''\delta+\tfrac12\sigma^2S'''=0$. With $L=\ln S$ and $L'=0$ at the peak, $S''=SL''=-S/(2x_0^2)$ and $S'''=SL'''=S/x_0^3$. Hence

$$\delta\simeq-\frac{\sigma^2}2\,\frac{S'''}{S''}=\frac{\sigma^2}{x_0}.$$

The peak moves up because the spectrum falls more slowly on its high-energy side. For $\sigma=10$ meV the estimate at 300 K is $100/12.93=7.7$ meV. Since $\sigma$ is not small compared with $x_0$, this is rough; the numerical convolution gives 6.5 meV. This smooths the finished emission spectrum, as instrument resolution does. If instead the states themselves are broadened and filled thermally at the photon energy, the emission is the broadened absorption times $e^{-E/kT}$. A Gaussian multiplied by that exponential is the same Gaussian moved down by $\sigma^2/kT$, which is 3.9 meV at 300 K. The upward shift is then only 2.6 meV, and every broadened peak quoted below lies lower by the same $\sigma^2/kT$.

A second valence band 6 meV below the first, with equal masses and matrix element, adds emission that starts 6 meV higher. It moves the peak up by 3.34 meV. Two smaller effects are a nonparabolic conduction band with $\varepsilon_e(1+\varepsilon_e/E_g)=\hbar^2k^2/2m_e$, which adds 0.17 meV, and the photon's momentum, which adds 0.06 meV.

These shifts were computed one at a time and need not add. Several are a sizeable part of the 12.93 meV under discussion, so subtracting $kT/2$ from a measured peak does not give a gap accurate to 1 meV.

**Electron-hole attraction**

The largest omission is the Coulomb attraction. In a hydrogen-like model with relative permittivity 9.5, the exciton binding energy is the hydrogen value scaled by $m_r/9.5^2$, which gives $R=25.1$ meV, about equal to $kT$ at 300 K. The exciton radius is 3.02 nm.

The emission rate depends on the probability of finding electron and hole at the same point. For bound states of hydrogen type this is $1/(\pi n^3a^3)$, where $a$ is the exciton radius and $R=\hbar^2/2m_ra^2$. Free pairs have $(2m_r/\hbar^2)^{3/2}\sqrt x/4\pi^2=\sqrt x/(4\pi^2R^{3/2}a^3)$ per unit energy. Dividing the bound value by the prefactor of $\sqrt x$ gives lines at $x=-R/n^2$ with weight

$$w_n=\frac{4\pi R^{3/2}}{n^3}.$$

Near the gap the lines are spaced by about $2R/n^3$. Weight divided by spacing is $2\pi\sqrt R$, which is not zero. Above the gap, the hydrogen continuum functions replace $\sqrt x$ by

$$g(x)=\frac{2\pi\sqrt R}{1-e^{-2\pi\sqrt{R/x}}}.$$

This joins the bound lines smoothly at $x\to0$. For $x\gg R$ its ratio to $\sqrt x$ tends to 1, but slowly: at $x=100R$ it is still 1.35. I quote $g$ from the hydrogen problem without deriving it. As a test, the thermal sum of $w_n$ and $g$ at 300 K was compared with a numerical diagonalization of the radial Schrödinger equation in a sphere of radius $25a$; they agreed within 0.3%.

The attraction thus removes the zero at the gap that produced the $kT/2$ shift. With $g(x)e^{-x/kT}$, the continuum is strongest at the lowest energy sampled, 0.1 meV above the gap.

Below the gap, the $n=1$ line carries the thermal factor $e^{R/kT}$. Broadened by $\sigma=10$ meV, its height is

$$\frac{4\pi R^{3/2}e^{R/kT}}{\sigma\sqrt{2\pi}}\approx167,$$

compared with $2\pi\sqrt R\approx31$ for the continuum at the edge, in the same units. The line wins, and the maximum of the whole broadened spectrum lies 24.8 meV **below** the gap. At 450 K it still does in this model.

When does the continuum keep its free-pair shape near the peak? For $R\ll x$, expanding the exponential gives $g\simeq\sqrt x\,(1+\pi\sqrt{R/x})$. The correction is small at $x=kT/2$ if

$$R\ll\frac{kT}{2\pi^2},$$

where the right side is 1.3 meV at 300 K. Because the correction goes as $\sqrt R$, the margin must be very large: with $R$ at one tenth of this bound the continuum peaks at 8.6 meV instead of 12.9 meV, and at one hundredth it peaks at 11.6 meV. The example misses this condition by a wide margin.

Screening by other carriers could weaken the attraction. At $10^{17}$ cm$^{-3}$ the Debye length is 8.2 nm, longer than the exciton radius, so a bound state survives, but its energy changes a good deal. Multiplying the attraction by $e^{-r/\lambda_D}$, with $\lambda_D=8.2$ nm, and solving the radial equation gives a binding energy of about 11 meV instead of 25.1 meV. The 24.8 meV found above therefore belongs to the limit of low carrier density. The Debye length falls as $n^{-1/2}$, where $n$ is now the carrier density. It would equal the radius at about $7\times10^{17}$ cm$^{-3}$, where $n/N_c$ is already about 0.3 and low occupation is no longer a good assumption.

**What this means for your layer**

The parameters are typical in rough size for a direct-gap nitride with a gap near 3.4 eV, where the exciton binding energy is a few tens of meV. A density of $10^{17}$ cm$^{-3}$ of both carriers represents fairly strong excitation. Of the effects estimated here, the neglected attraction is the largest: with the same 10 meV broadening in both cases and no screening, including the attraction moves the predicted peak from 19.4 meV above the gap to 24.8 meV below it, a change of about 44 meV.

So 3.413 eV should not be reported as the gap without identifying the emission. If it comes from free pairs, the gap is near 3.400 eV, subject to the shifts above. If it is the unscreened exciton line of this model, the gap is near 3.44 eV (3.438 eV for one valence band and a smoothed spectrum, 3.435 eV with the second valence band included, 3.442 eV if the states themselves are broadened); with static screening at $10^{17}$ cm$^{-3}$, the gap at that density would be near 3.42 eV. The peak position alone cannot distinguish these cases. All of them assume a bulk region with weak electric field and low occupation. The field scale of the exciton is $R/ea\approx83$ kV/cm. In a transistor channel, a sheet of $10^{13}$ electrons per cm$^2$ corresponds to a field step of about 1900 kV/cm and, in a single subband, a Fermi energy of about 120 meV, so neither the exciton estimate nor the $kT/2$ rule applies to light from such a channel. The numerical output lists the individual shifts at both temperatures.

## Computed results

```
k-space test, energies in kT
fitted power of x: 0.501
fitted peak: 0.501 kT
mean: 1.500 kT
width at half height: 1.795 kT
peak without k conservation: 2.00 kT
Rough inputs
gap at 300 K: 3.400 eV
gap slope: -0.50 meV/K
electron, hole, reduced mass: 0.20, 1.00, 0.167 m0
relative permittivity, index: 9.5, 2.5
electron density = hole density: 1.0e+17 cm^-3
second valence band splitting: 6.0 meV
Gaussian broadening sigma: 10.0 meV
absorption 100 meV above gap: 1.0e+05 cm^-1
escape path: 100 nm
exciton binding energy R: 25.1 meV
exciton radius: 3.02 nm
T = 300 K
kT, peak shift kT/2: 25.85, 12.93 meV
electron, hole share at peak: 10.77, 2.15 meV
mean shift, width: 38.8, 46.4 meV
gap, free-pair peak: 3.4000, 3.4129 eV
same as wavelengths: 364.66, 363.28 nm
change from photon factor E: 0.10 meV
change, photon count per nm: 0.30 meV
change from photon recoil: 0.06 meV
electron density / Nc: 0.045
change from degeneracy: 0.33 meV
change from nonparabolicity: 0.17 meV
change from second valence band: 3.34 meV
change from reabsorption: -3.89 meV
change from broadening: 6.5 meV
Coulomb continuum peak minus gap: 0.1 meV
peak with excitons minus gap: -24.8 meV
Debye screening length: 8.2 nm
T = 450 K
kT, peak shift kT/2: 38.78, 19.39 meV
electron, hole share at peak: 16.16, 3.23 meV
mean shift, width: 58.2, 69.6 meV
gap, free-pair peak: 3.3250, 3.3444 eV
same as wavelengths: 372.88, 370.72 nm
change from photon factor E: 0.23 meV
change, photon count per nm: 0.70 meV
change from photon recoil: 0.06 meV
electron density / Nc: 0.024
change from degeneracy: 0.27 meV
change from nonparabolicity: 0.40 meV
change from second valence band: 3.23 meV
change from reabsorption: -6.86 meV
change from broadening: 5.5 meV
Coulomb continuum peak minus gap: 0.1 meV
peak with excitons minus gap: -24.8 meV
Debye screening length: 10.1 nm
```
